**Complex Van Hove function and Schofield's time shift**

The program examines $G(\mathbf r,t)$, its spatial transform $I(q,t)$ and its spectrum $S(q,E)$, where $E$ is the energy given to the sample, $E_r=\hbar^2q^2/2m$ and $\beta=1/kT$. For an anharmonic oscillator on a grid, it asserts that the correlation at $t+i\hbar\beta/2$ is real and non-negative within rounding, and that $(2/\hbar)\operatorname{Im}I$ equals the response to an explicitly propagated weak kick. It asserts that the initial slope of $\operatorname{Im}I$ is the recoil value and, for two interacting particles, that the distinct part has zero first moment. Classical trajectories continued to complex time test Schofield's replacement at $\hbar=0.1$; the error in $I$ falls from 0.0231 to 0.0008. For an ideal gas with $m=10$ u, $T=50$ K and $q=5$ Å$^{-1}$, the real part of the self function has a negative weight of 0.335 at 0.1 ps. Schofield's spectrum for this gas obeys detailed balance, but its intensity is too large by the factor $e^{\beta E_r/4}=1.354$. Two other detailed-balance factors are compared through their zeroth and first moments, and neither reproduces both.

## Check in Python

```python
# RESULT UNDER TEST
# The Van Hove function G(r,t) of a quantum system is complex. Its imaginary
# part is the linear density response, with initial slope set by recoil.
# G(r, t + i*hbar*beta/2) is real and non-negative. Schofield's replacement
# I(q,t) ~ I_classical(q, t - i*hbar*beta/2) gives detailed balance, but not
# the exact spectrum: for a free gas the intensity is exp(beta*E_r/4) too big.
# Symbols: I(q,t) = <exp(-iqx(0)) exp(iqx(t))>, S(q,E) its spectrum,
# E = energy given to the sample, E_r = hbar^2 q^2/(2m), beta = 1/(kT).
# Oscillator tests use m = kT = 1 and a dimensionless hbar.
import numpy as np
from scipy import constants as const


def kinetic_matrix(count, spacing, hbar):
    """Kinetic energy on a uniform grid in the sinc basis, m = 1."""
    index = np.arange(count)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    matrix = np.where(diff == 0, np.pi**2 / 6, sign / safe**2)
    return matrix * hbar**2 / spacing**2


class QuantumOscillator:
    """V = x^2/2 + 0.2 x^3 + x^4/4, without inversion symmetry."""

    def __init__(self, hbar, half_width, count):
        self.hbar = hbar
        self.x = np.linspace(-half_width, half_width, count)
        potential = self.x**2 / 2 + 0.2 * self.x**3 + self.x**4 / 4
        ham = kinetic_matrix(count, self.x[1] - self.x[0], hbar)
        self.energy, self.vec = np.linalg.eigh(ham + np.diag(potential))
        self.energy = self.energy - self.energy[0]
        self.z = np.exp(-self.energy).sum()

    def function_of_h(self, values):
        return (self.vec * values) @ self.vec.T

    def pair(self, time):
        """Tr[rho P_i(0) P_j(time)] for real or complex time."""
        phase = 1j * self.energy * time / self.hbar
        left = self.function_of_h(np.exp(phase))
        right = self.function_of_h(np.exp(-phase - self.energy))
        return left * right.T / self.z

    def intermediate(self, q, time):
        wave = np.exp(1j * q * self.x)
        return wave.conj() @ self.pair(time) @ wave


# ---- General quantum properties, hbar = 1 ----
osc = QuantumOscillator(1.0, 5.0, 121)
q_osc, t_osc = 1.0, 0.8
half = osc.pair(t_osc + 0.5j)
quarter = osc.pair(t_osc + 0.25j)
rho = osc.function_of_h(np.exp(-osc.energy)) / osc.z
assert np.max(np.abs(half.imag)) < 1e-11
assert half.real.min() > -1e-11
assert np.max(np.abs(quarter.imag)) > 0.01 * np.max(np.abs(quarter.real))
assert np.allclose(half.sum(axis=0), np.diag(rho), atol=1e-10)
assert np.allclose(half.sum(axis=1), np.diag(rho), atol=1e-10)
i_real_time = osc.intermediate(q_osc, t_osc)
i_half = osc.intermediate(q_osc, t_osc + 0.5j)
i_half_back = osc.intermediate(q_osc, -t_osc + 0.5j)
assert abs(i_real_time.imag) > 0.01
assert abs(i_half.imag) < 1e-10 and abs(i_half - i_half_back) < 1e-10
assert abs(osc.intermediate(q_osc, t_osc + 1j)
           - osc.intermediate(-q_osc, -t_osc)) < 1e-9

# Response to a real kick, by propagation of the kicked density matrix
propagator = osc.function_of_h(np.exp(-1j * osc.energy * t_osc))
response, strength = 0.0, 1e-3
for field in (np.cos(q_osc * osc.x), np.sin(q_osc * osc.x)):
    means = []
    for lam in (strength, -strength):
        kick = np.exp(1j * lam * field)
        kicked = kick[:, None] * rho * kick.conj()[None, :]
        later = propagator @ kicked @ propagator.conj().T
        means.append(np.sum(np.diag(later).real * field))
    response += (means[0] - means[1]) / (2 * strength)
assert abs(response - 2 * i_real_time.imag) < 1e-5

# Initial slope is the recoil value; later values depend on the forces
dt = 1e-3
slope = osc.intermediate(q_osc, dt).imag / dt
assert abs(slope - q_osc**2 / 2) < 2e-4
t_late = 2.0
bound_late = osc.intermediate(q_osc, t_late).imag
free_late = np.exp(-q_osc**2 * t_late**2 / 2) * np.sin(q_osc**2 * t_late / 2)
assert abs(bound_late - free_late) > 0.05

# ---- Two interacting particles: self and distinct first moments ----
n_grid = 28
x_pair = np.linspace(-4.5, 4.5, n_grid)
kin = kinetic_matrix(n_grid, x_pair[1] - x_pair[0], 1.0)
x1 = np.repeat(x_pair, n_grid)
x2 = np.tile(x_pair, n_grid)
v_pair = (x1**2 + x2**2) / 2 + 0.1 * (x1**4 + x2**4) + np.exp(-(x1 - x2)**2)
unit = np.eye(n_grid)
h_pair = np.kron(kin, unit) + np.kron(unit, kin) + np.diag(v_pair)
e_pair, c_pair = np.linalg.eigh(h_pair)
boltz = np.exp(-(e_pair - e_pair[0]))
rho_pair = (c_pair * (boltz / boltz.sum())) @ c_pair.T


def first_moment(a, b):
    """Thermal average of a^dagger [H, b] for functions of position."""
    commutator = h_pair * (b[None, :] - b[:, None])
    return np.sum(rho_pair.T * a.conj()[:, None] * commutator)


wave1, wave2 = np.exp(1j * q_osc * x1), np.exp(1j * q_osc * x2)
self_moment = first_moment(wave1, wave1)
distinct_moment = first_moment(wave1, wave2)
total_moment = first_moment(wave1 + wave2, wave1 + wave2) / 2
assert abs(self_moment - q_osc**2 / 2) < 1e-3
assert abs(distinct_moment) < 1e-3
assert abs(total_moment - q_osc**2 / 2) < 2e-3


# ---- Classical trajectories continued to complex time ----
def classical_average(q, time, steps=80):
    """Classical I(q,time) and its time derivative for the oscillator."""
    x0, p0 = np.meshgrid(np.linspace(-3.4, 3.4, 121),
                         np.linspace(-6.5, 6.5, 121), indexing="ij")
    weight = np.exp(-p0**2 / 2 - x0**2 / 2 - 0.2 * x0**3 - x0**4 / 4)
    weight = weight / weight.sum()
    state = np.array([x0, p0], dtype=complex)
    h = time / steps

    def flow(s):
        return np.array([s[1], -(s[0] + 0.6 * s[0]**2 + s[0]**3)])

    for _ in range(steps):
        k1 = flow(state)
        k2 = flow(state + h * k1 / 2)
        k3 = flow(state + h * k2 / 2)
        k4 = flow(state + h * k3)
        state = state + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    wave = weight * np.exp(1j * q * (state[0] - x0))
    return wave.sum(), np.sum(1j * q * state[1] * wave)


hbar_small, t_cl = 0.1, 0.7
near_classical = QuantumOscillator(hbar_small, 3.6, 161)
i_quantum = near_classical.intermediate(q_osc, t_cl)
i_classical, di_classical = classical_average(q_osc, t_cl)
i_schofield, _ = classical_average(q_osc, t_cl - 0.5j * hbar_small)
error_plain = abs(i_quantum - i_classical)
error_shift = abs(i_quantum - i_schofield)
assert error_shift < 0.3 * error_plain
response_quantum = 2 * i_quantum.imag / hbar_small
response_classical = -di_classical.real
assert abs(response_quantum / response_classical - 1) < 0.03
moment0, derivative = classical_average(q_osc, -0.5j * hbar_small)
excess_ratio = (moment0.real - 1) / (hbar_small**2 * q_osc**2 / 8)
recoil_ratio = (-1j * derivative).real / (hbar_small * q_osc**2 / 2)
assert abs(excess_ratio - 1) < 0.01
assert abs(recoil_ratio - 1) < 0.01

# ---- Worked example: ideal gas; units meV, ps, angstrom ----
mass_u, temperature, q_gas = 10.0, 50.0, 5.0
hbar = const.hbar / const.e * 1e15
kt = const.k * temperature / const.e * 1e3
mass = mass_u * const.atomic_mass * 1e4 / const.e * 1e3
speed = np.sqrt(kt / mass)
thermal_time = hbar / kt
recoil = hbar**2 * q_gas**2 / (2 * mass)
width = hbar * q_gas * speed
u_grid = np.linspace(-9, 9, 401)
u_weight = np.exp(-u_grid**2 / 2)
u_weight = u_weight / u_weight.sum()


def thermal_i(q, time):
    """Average over initial momentum of the energy-transfer phase."""
    q, time = np.broadcast_arrays(q, time)
    p = mass * speed * u_grid
    final = p + hbar * q[..., None]
    transfer = (final**2 - p**2) / (2 * mass)
    return np.exp(1j * transfer * time[..., None] / hbar) @ u_weight


def variance(time):
    return time * (time - 1j * thermal_time) * kt / mass


def g_self(r, time):
    s2 = variance(time)
    return (2 * np.pi * s2)**-1.5 * np.exp(-r**2 / (2 * s2))


t_gas = 0.1
i_gas = thermal_i(q_gas, t_gas)
assert abs(i_gas - np.exp(-q_gas**2 * variance(t_gas) / 2)) < 1e-10
i_gas_half = thermal_i(q_gas, t_gas + 0.5j * thermal_time)
assert abs(i_gas_half.imag) < 1e-10
q_grid = np.linspace(0, 50, 2001)
i_grid = thermal_i(q_grid, t_gas)
radii = (0.0, 0.4, 0.8)
for r in radii:
    kernel = q_grid**2 * np.sinc(q_grid * r / np.pi) / (2 * np.pi**2)
    g_numeric = np.sum(kernel * i_grid) * (q_grid[1] - q_grid[0])
    assert abs(g_numeric - g_self(r, t_gas)) < 1e-6


def negative_weight(time):
    s2 = variance(time)
    r = np.linspace(0, 9 * abs(s2) / np.sqrt(s2.real), 40001)
    density = 4 * np.pi * r**2 * g_self(r, time)
    step = r[1] - r[0]
    assert abs(density.sum() * step - 1) < 1e-6
    return -np.minimum(density.real, 0).sum() * step


negative_short, negative_long = negative_weight(t_gas), negative_weight(1.0)
assert negative_short > 0.05 and negative_long < 0.01 * negative_short

# Spectrum from the numerical time transform of the thermal average
t_grid = np.linspace(-1.2, 1.2, 2401)
i_time = thermal_i(q_gas, t_grid)


def spectrum(e):
    terms = np.exp(-1j * e * t_grid / hbar) * i_time
    return terms.sum().real * (t_grid[1] - t_grid[0]) / (2 * np.pi * hbar)


def classical_spectrum(e):
    return np.exp(-e**2 / (2 * width**2)) / (np.sqrt(2 * np.pi) * width)


e_test = 10.0
s_plus, s_minus = spectrum(e_test), spectrum(-e_test)
s_class = classical_spectrum(e_test)
sch_plus = s_class * np.exp(e_test / (2 * kt))
sch_minus = s_class * np.exp(-e_test / (2 * kt))
intensity_factor = np.exp(recoil / (4 * kt))
assert abs(s_plus / s_minus / np.exp(e_test / kt) - 1) < 1e-6
assert abs(sch_plus / s_plus / intensity_factor - 1) < 1e-6
assert abs(sch_minus / s_minus / intensity_factor - 1) < 1e-6

e_grid = np.linspace(-90, 90, 20000)
e_step = e_grid[1] - e_grid[0]
base = classical_spectrum(e_grid)
ratio = e_grid / kt
factors = {
    "Schofield": np.exp(ratio / 2),
    "2/(1+exp(-bE))": 2 / (1 + np.exp(-ratio)),
    "bE/(1-exp(-bE))": ratio / (1 - np.exp(-ratio)),
}
moments = {}
for name, factor in factors.items():
    # The grid is symmetric, so reversal maps E to -E
    core = np.abs(e_grid) < 30
    balance = factor / factor[::-1] / np.exp(ratio)
    assert np.allclose(balance[core], 1, rtol=1e-8)
    spectrum_corrected = base * factor
    moments[name] = (spectrum_corrected.sum() * e_step,
                     (e_grid * spectrum_corrected).sum() * e_step)
m_sch = moments["Schofield"]
m_sym = moments["2/(1+exp(-bE))"]
m_har = moments["bE/(1-exp(-bE))"]
assert abs(m_sch[0] - intensity_factor) < 1e-6
assert abs(m_sch[1] / m_sch[0] - recoil) < 1e-6
assert abs(m_sym[0] - 1) < 1e-6 and m_sym[1] < 0.98 * recoil
assert abs(m_har[1] - recoil) < 1e-6 and m_har[0] > 1.02

# ---- Output ----
print("IDEAL GAS, MODEL PARAMETERS")
print(f"mass = {mass_u:.1f} u")
print(f"temperature = {temperature:.1f} K")
print(f"q = {q_gas:.1f} 1/angstrom")
print(f"kT = {kt:.4f} meV")
print(f"thermal speed sqrt(kT/m) = {speed:.4f} angstrom/ps")
print(f"hbar*beta = {thermal_time:.4f} ps")
print(f"recoil energy E_r = {recoil:.4f} meV = {recoil*const.e*1e-3:.4e} J")
print(f"spectral standard deviation = {width:.4f} meV")
s2_gas = variance(t_gas)
print(f"variance at {t_gas:.1f} ps = {s2_gas:.5f} angstrom^2")
for r in radii:
    print(f"G_s(r={r:.1f} A, {t_gas:.1f} ps) = {g_self(r, t_gas):.4f} 1/A^3")
print(f"negative weight of Re G_s, 0.1 ps = {negative_short:.4f}")
print(f"negative weight of Re G_s, 1 ps = {negative_long:.2e}")
shift_width = np.sqrt(variance(0.5j * thermal_time).real)
print(f"half-shifted width at t=0 = {shift_width:.4f} angstrom")
print(f"I(q, 0.1 ps) = {i_gas:.5f}")
print(f"half-shifted I(q, 0.1 ps) = {i_gas_half.real:.5f}")
print(f"exact S(+10 meV) = {s_plus:.6f} 1/meV")
print(f"exact S(-10 meV) = {s_minus:.6f} 1/meV")
print(f"classical S(+-10 meV) = {s_class:.6f} 1/meV")
print(f"Schofield S(+10 meV) = {sch_plus:.6f} 1/meV")
print(f"Schofield S(-10 meV) = {sch_minus:.6f} 1/meV")
print(f"exact ratio S(+10)/S(-10) = {s_plus/s_minus:.4f}")
print(f"beta*E_r/4 = {recoil/(4*kt):.4f}")
print(f"intensity factor exp(beta*E_r/4) = {intensity_factor:.4f}")
print("MOMENTS: zeroth (no unit), first (meV); b = beta")
for name, (zeroth, first) in moments.items():
    print(f"{name}: {zeroth:.4f}, {first:.4f}")
print(f"Schofield normalized mean = {m_sch[1]/m_sch[0]:.4f} meV")
print("ANHARMONIC OSCILLATOR, m = kT = hbar = q = 1")
print(f"I at t=0.8 = {i_real_time:.5f}")
print(f"half-shifted I at t=0.8 = {i_half.real:.5f}")
print(f"kick response at t=0.8 = {response:.5f}")
print(f"twice Im I at t=0.8 = {2*i_real_time.imag:.5f}")
print(f"initial slope of Im I = {slope:.5f}")
print(f"Im I at t=2: bound {bound_late:.4f}, free {free_late:.4f}")
print("TWO INTERACTING PARTICLES, same units")
print(f"self first moment = {self_moment.real:.5f}")
print(f"distinct first moment = {abs(distinct_moment):.1e} (magnitude)")
print("SAME OSCILLATOR, hbar = 0.1, t = 0.7")
print(f"quantum I = {i_quantum:.5f}")
print(f"classical I = {i_classical.real:.5f}")
print(f"classical I at shifted time = {i_schofield:.5f}")
print(f"error: unshifted {error_plain:.5f}, shifted {error_shift:.5f}")
print(f"(2/hbar) Im I = {response_quantum:.5f}")
print(f"-beta dI_cl/dt = {response_classical:.5f}")
print(f"zeroth-moment excess / (beta*E_r/4) = {excess_ratio:.5f}")
print(f"first moment / recoil value = {recoil_ratio:.5f}")
print("OK")
```

It prints:

```
IDEAL GAS, MODEL PARAMETERS
mass = 10.0 u
temperature = 50.0 K
q = 5.0 1/angstrom
kT = 4.3087 meV
thermal speed sqrt(kT/m) = 2.0389 angstrom/ps
hbar*beta = 0.1528 ps
recoil energy E_r = 5.2252 meV = 8.3717e-22 J
spectral standard deviation = 6.7102 meV
variance at 0.1 ps = 0.04157-0.06351j angstrom^2
G_s(r=0.0 A, 0.1 ps) = 0.2548+3.0255j 1/A^3
G_s(r=0.4 A, 0.1 ps) = 1.4021+0.9695j 1/A^3
G_s(r=0.8 A, 0.1 ps) = -0.1366-0.2690j 1/A^3
negative weight of Re G_s, 0.1 ps = 0.3350
negative weight of Re G_s, 1 ps = 4.90e-06
half-shifted width at t=0 = 0.1557 angstrom
I(q, 0.1 ps) = 0.41697+0.42407j
half-shifted I(q, 0.1 ps) = 0.43919
exact S(+10 meV) = 0.046156 1/meV
exact S(-10 meV) = 0.004532 1/meV
classical S(+-10 meV) = 0.019585 1/meV
Schofield S(+10 meV) = 0.062502 1/meV
Schofield S(-10 meV) = 0.006137 1/meV
exact ratio S(+10)/S(-10) = 10.1849
beta*E_r/4 = 0.3032
intensity factor exp(beta*E_r/4) = 1.3542
MOMENTS: zeroth (no unit), first (meV); b = beta
Schofield: 1.3542, 7.0757
2/(1+exp(-bE)): 1.0000, 3.6276
bE/(1-exp(-bE)): 1.1827, 5.2252
Schofield normalized mean = 5.2252 meV
ANHARMONIC OSCILLATOR, m = kT = hbar = q = 1
I at t=0.8 = 0.68402+0.21543j
half-shifted I at t=0.8 = 0.68740
kick response at t=0.8 = 0.43085
twice Im I at t=0.8 = 0.43085
initial slope of Im I = 0.50000
Im I at t=2: bound 0.0478, free 0.1139
TWO INTERACTING PARTICLES, same units
self first moment = 0.50000
distinct first moment = 6.0e-17 (magnitude)
SAME OSCILLATOR, hbar = 0.1, t = 0.7
quantum I = 0.79968+0.02305j
classical I = 0.80033
classical I at shifted time = 0.80050+0.02310j
error: unshifted 0.02306, shifted 0.00083
(2/hbar) Im I = 0.46098
-beta dI_cl/dt = 0.46128
zeroth-moment excess / (beta*E_r/4) = 1.00112
first moment / recoil value = 1.00224
OK
```
